# Hydrogen in a B-Spline Box: Bound-State Errors and Continuum Normalisation

## The physical situation

A photon of sufficient energy removes the electron from a hydrogen atom. The initial state is localised and has unit norm. The final state extends to infinity, belongs to a continuous spectrum and cannot have unit norm. A matrix diagonalisation returns only square-integrable vectors with discrete energies. Two questions follow: how accurate are the bound energies, and how can discrete positive-energy vectors stand for continuum states?

We use Rydberg atomic units, $\hbar=2m=1$ and $e^2=2$, with lengths in bohr and energies in Ry. The nucleus is a fixed point charge and relativity is neglected. With the radial wave function written as $u(r)/r$,

$$-u''+V_l u=Eu,\qquad V_l=\frac{l(l+1)}{r^2}-\frac2r,\qquad u(0)=u(R)=0 .$$

The wall at $R$ makes the spectrum discrete.

## The spline equations

Divide $[0,R]$ into $N$ cells of width $h$. Take simple knots $t_i$ inside and $k$-fold knots at both ends. Let $[t_i,\dots,t_j]g$ be the divided difference of $g(t)$, and let $(x)_+=\max(x,0)$. The B-spline of order $k$, degree $k-1$, is

$$B_{i,k}(r)=(t_{i+k}-t_i)\,[t_i,\dots,t_{i+k}]\,(t-r)_+^{k-1}.$$

It has $k-2$ continuous derivatives at simple knots. Write $(t-r)_+^{k-1}=(t-r)(t-r)_+^{k-2}$. The product rule for divided differences, $[t_i,\dots,t_{i+k}](t-r)g=(t_i-r)[t_i,\dots,t_{i+k}]g+[t_{i+1},\dots,t_{i+k}]g$, then gives

$$B_{i,k}=\frac{r-t_i}{t_{i+k-1}-t_i}B_{i,k-1}+\frac{t_{i+k}-r}{t_{i+k}-t_{i+1}}B_{i+1,k-1}.$$

Differentiating the definition brings down $-(k-1)$ and leaves a difference of two lower divided differences:

$$B'_{i,k}=(k-1)\left[\frac{B_{i,k-1}}{t_{i+k-1}-t_i}-\frac{B_{i+1,k-1}}{t_{i+k}-t_{i+1}}\right].$$

Terms with zero denominator are omitted. In the recursion the two weights multiplying each lower spline add to one, so $\sum_iB_{i,k}=1$. If $\sum_i c_iB_{i,k}=0$ on a cell, its derivative vanishes there. By induction in $k$ all $c_i$ on that cell are equal, and the unit sum makes them zero. The $k$ splines on a cell are therefore independent.

Only the first spline is nonzero at $r=0$ and only the last at $r=R$; we drop both. Inserting $u_h=\sum_i c_iB_i$ into the energy functional and making it stationary gives

$$Hc=E_hSc,\quad H_{ij}=\int_0^R(B_i'B_j'+V_lB_iB_j)\,dr,\quad S_{ij}=\int_0^RB_iB_j\,dr .$$

The kinetic term was integrated by parts, with vanishing end terms. Products of retained splines start as $r^2$, so the integrands are polynomials in the first cell and Gauss quadrature is safe there.

## An exact error identity

Define

$$a(v,w)=\int_0^R(v'w'+V_lvw)\,dr,\qquad b(v,w)=\int_0^Rvw\,dr,\qquad \|v\|^2=b(v,v).$$

Let $u$ be a box eigenfunction with energy $E$, let $\|u\|=\|u_h\|=1$, and set $e=u_h-u$. Since $a(u,v)=E\,b(u,v)$ for every admissible $v$,

$$a(e,e)-E\,b(e,e)=E_h-2E\,b(u_h,u)+E-E[2-2b(u_h,u)]=E_h-E .$$

Therefore

$$E_h-E=\int_0^R\left(e'^2+V_le^2-Ee^2\right)dr. \tag{1}$$

The energy error is quadratic in $e$ and its derivative. The derivative term dominates on a fine mesh, so the energy error is not simply proportional to $\|e\|^2$. Equation (1) also allows it to be evaluated without subtracting two nearly equal energies.

## Error order for the ground state

Take $l=0$, the lowest level, $E<0$, and put $m=k-1\ge1$. The constant $C$ below may change from line to line but does not depend on $h$. Three facts are needed.

**Coulomb bound.** For $v(0)=v(R)=0$, expand $\int(v'-v/2r)^2dr\ge0$ and use $\int vv'/r\,dr=\tfrac12\int v^2/r^2dr$. This gives $\|v/r\|\le2\|v'\|$, and hence $2\int v^2/r\,dr\le4\|v\|\|v'\|$.

**Approximation.** By independence on a cell, each spline coefficient can be read off from one cell by a bounded linear functional. Applying these functionals to a smooth $f$ gives a local approximation that reproduces polynomials of degree $m-1$. The Taylor remainder then shows that splines of order $m$ approximate $f$ with $L^2$ error at most $Ch^m\|f^{(m)}\|$. If only $f'$ is square integrable, the error is at most $Ch\|f'\|$.

**A trial function.** Derivatives of order-$k$ splines fill the space of order-$m$ splines. Let $v_*'$ be the least-squares projection of $u'$ onto it, with $v_*(0)=0$. Constants belong to the space, so $\int v_*'dr=\int u'dr=0$ and $v_*(R)=0$. Put $\eta=v_*-u$ and $\varphi(r)=\int_r^R\eta\,ds$. For any order-$m$ spline $s$,

$$\|\eta\|^2=\int\eta'\varphi\,dr=\int\eta'(\varphi-s)\,dr\le Ch\|\eta'\|\|\eta\| ,$$

so $\|\eta\|\le Ch\|\eta'\|$.

The variational principle, with the cross terms cancelling as in (1), gives

$$E_h-E\le\frac{a(\eta,\eta)-E\|\eta\|^2}{\|v_*\|^2}\le\|\eta'\|^2[1+O(h^2)] .$$

The Coulomb contribution is negative and has been dropped in this upper bound. Thus $E_h-E=O(h^{2m})$.

For a lower bound we need $\|e\|\le Ch\|e'\|$. Choose the sign of $u_h$ so that $b(u_h,u)\ge0$. The gap to the next level gives $\|e\|^2\le C(E_h-E)$. Equation (1) and the Coulomb bound then give $\|e'\|=O(h^m)$, and also $E_h-E\le C\|e'\|^2$. Now solve

$$-z''+V_0z-Ez=e-b(e,u)u,\qquad b(z,u)=0,\quad z(0)=z(R)=0.$$

The gap bounds $\|z\|$ by $C\|e\|$, the energy form then bounds $\|z'\|$, and the equation with the Coulomb bound gives $\|z''\|\le C\|e\|$. Normalisation implies $b(e,u)=-\|e\|^2/2$. For every admissible spline $v$ the discrete equation reads $a(e,v)-Eb(e,v)=(E_h-E)b(u_h,v)$. Choosing $v'$ as the projection of $z'$,

$$\|e\|^2=a(e,z-v)-Eb(e,z-v)+(E_h-E)b(u_h,v)+\tfrac14\|e\|^4 .$$

The right side is at most $Ch\|e'\|\|e\|+C\|e'\|^2\|e\|+\tfrac14\|e\|^4$. Since $\|e'\|=O(h^m)$ and $m\ge1$, the required estimate follows. Because $u_h'$ is an order-$m$ spline, $\|e'\|\ge\|\eta'\|$. Dropping the positive term $-E\|e\|^2$ in (1), we obtain

$$E_h-E\ge\|e'\|^2-4\|e\|\|e'\|\ge\|\eta'\|^2[1-O(h)].$$

The energy error is therefore, at leading order, the squared error of the best spline approximation to $u'$. The wave-function error is $O(h^k)$.

## The constant

On an infinite uniform mesh the derivative formula reads $b_m'(x)=[b_{m-1}(x)-b_{m-1}(x-h)]/h$. Its Fourier transform gives, up to a phase and a constant factor,

$$\hat b_m(q)\propto\left[\frac{\sin(qh/2)}{qh/2}\right]^m.$$

A spline with the lattice phase of $e^{iqx}$ is a multiple of $\sum_n\hat b_m(q_n)e^{iq_nx}$, where $q_n=q+2\pi n/h$. Minimising the mean squared difference from $e^{iqx}$ over that multiple leaves

$$1-\frac{|\hat b_m(q)|^2}{\sum_n|\hat b_m(q_n)|^2}.$$

The sines have the same magnitude for all $n$. For small $qh$ the lost fraction is thus

$$\sum_{n\ne0}\left(\frac{qh}{2\pi n}\right)^{2m}=\beta(qh)^{2m},\qquad \beta=\frac{2\zeta(2m)}{(2\pi)^{2m}} .$$

For a smooth function we superpose waves, and $q^{2m}$ becomes the squared $m$th derivative. The box ends alter the best approximation in a layer a few cells wide, because the inverse of the banded, well-conditioned spline overlap matrix decays exponentially away from its diagonal. This layer contributes $O(h^{2m+1})$. With $f=u'$ and $m=k-1$,

$$E_h-E=\beta h^{2k-2}\int_0^R\left(u^{(k)}\right)^2dr\,[1+O(h)]. \tag{2}$$

For 1s with a negligible tail at the wall, $u=2re^{-r}$ and $u^{(k)}=2(-1)^k(r-k)e^{-r}$. Hence

$$\int_0^\infty\left(u^{(k)}\right)^2dr=4\left(\frac14-\frac{2k}{4}+\frac{k^2}{2}\right)=2k^2-2k+1 .$$

The estimate uses a $k$th derivative of $u$ that is square integrable up to the nucleus. The Coulomb potential is singular there, but $u$ is $r$ times an analytic function, so the condition is met. A potential that made a derivative of $u$ of order $k-1$ or lower jump inside a cell would invalidate the estimate.

For $k=4$, $\beta=1/30240$ and the integral is 25, so the leading coefficient is $8.267\times10^{-4}$ Ry/bohr$^6$. In a box of 32 bohr the computed errors are:

| $h$ (bohr) | $E_h-E$ (Ry) | Ratio to leading term |
|---|---|---|
| 1/8 | $2.782\times10^{-9}$ | 0.882 |
| 1/16 | $4.627\times10^{-11}$ | 0.939 |
| 1/32 | $7.462\times10^{-13}$ | 0.969 |

The last halving gives the power 5.955, against 6. Removing the linear term from the last two ratios gives 0.999. For $k=2,3,5$ the observed powers are 1.988, 3.999 and 7.950. At $k=5$, $h=1/32$ bohr, the error is $2.98\times10^{-17}$ Ry; it is resolved through (1), since direct subtraction from $-1$ Ry in double precision could not show it.

The proof above covers the lowest s state. For 2p at $k=4$ the program finds the power 5.987 and an extrapolated ratio 1.001, which supports (2) in that case too.

## The error that mesh refinement leaves

Equation (2) measures the distance to the box energy. Let $u_R,E_R$ be the box ground state and $u,E$ the free-atom one. Multiplying each equation by the other function and subtracting gives

$$(E_R-E)\int_0^Ruu_R\,dr=-u(R)u_R'(R).$$

Near a distant wall, $u_R$ is $u$ minus a small growing solution $v$ that cancels it at $R$. For $E=-1$, the equation gives $v'/v=1-1/R+O(R^{-2})$, while $u'/u=-1+1/R$. Thus $u_R'(R)\approx-2u(R)(1-1/R)$. With the overlap close to one,

$$E_R-E\approx8R(R-1)e^{-2R}.$$

At $R=10$ bohr this is $1.484\times10^{-6}$ Ry; the spline calculation gives $1.473\times10^{-6}$ Ry, unchanged within the tested tolerance when $h$ is halved. The box must be enlarged to reduce this error.

## From box states to continuum states

For $E=\kappa^2>0$ let the regular Coulomb wave behave at large $r$ as

$$F_E\to\mathcal N\sin\phi,\qquad \phi=\kappa r+\frac{\ln(2\kappa r)}{\kappa}-\frac{l\pi}{2}+\sigma_l(\kappa),$$

where $\sigma_l$ is the Coulomb phase. Green's identity up to a large radius $r$ gives

$$\int_0^rF_EF_{E'}ds\to\mathcal N\mathcal N'\left[\frac{\sin(\phi-\phi')}{2(\kappa-\kappa')}-\frac{\sin(\phi+\phi')}{2(\kappa+\kappa')}\right].$$

As $r\to\infty$ the second term averages to zero and the first tends to $\tfrac{\pi}{2}\mathcal N^2\delta(\kappa-\kappa')=\pi\kappa\mathcal N^2\delta(E-E')$. Energy normalisation, $\int_0^\infty F_EF_{E'}dr=\delta(E-E')$, therefore requires $\mathcal N=(\pi\kappa)^{-1/2}$.

Let a dot denote $\partial/\partial E$. Differentiating the radial equation with respect to $E$ gives $-\dot F''+V_l\dot F=E\dot F+F$. Multiply by $F$, subtract $\dot F$ times the original equation, and integrate:

$$\int_0^RF^2dr=F'(R)\dot F(R)-F(R)\dot F'(R).$$

At a box level $F(R)=0$, so only the first product remains. To interpret it, let $G$ be the second solution, with cosine in place of sine at large $r$. The constant $F'G-FG'$ equals $\kappa\mathcal N^2=1/\pi$. Writing $F=A\sin\theta$ and $G=A\cos\theta$ gives $A^2\theta'=1/\pi$. At a level $\sin\theta=0$, hence

$$\int_0^RF^2dr=(A\theta'\cos\theta)(A\dot\theta\cos\theta)=\frac{\dot\theta(E_i,R)}{\pi}\equiv\rho(E_i).$$

The left side is positive, so $\theta$ crosses each multiple of $\pi$ upward, once per level. Thus $\theta/\pi$ counts levels continuously and $\rho$ is the level density. Since $F$ and the unit-norm state $u_i$ satisfy the same equation and end conditions,

$$F_{E_i}(r)=\sqrt{\rho(E_i)}\,u_i(r),\qquad0\le r\le R, \tag{3}$$

up to a sign. The relation holds inside the box; it suits matrix elements with a function that is negligible beyond $R$.

## Estimating the density

The practical estimate is

$$\rho_i\approx\frac{2}{E_{i+1}-E_{i-1}} .$$

For free s waves $E=(\theta/R)^2$ is quadratic in $\theta$, and this centred difference is exact. For Coulomb waves write $\theta=\kappa R+g(\kappa)$ and $D=R+g'(\kappa)$. Then $d\theta/d\kappa=D$, and successive differentiation gives

$$E_\theta=\frac{2\kappa}{D},\qquad E_{\theta\theta}=\frac{2(D-\kappa g'')}{D^3},$$
$$E_{\theta\theta\theta}=-\frac{2}{D^4}\left[(\kappa g)'''-\frac{3\kappa g''^2}{D}\right].$$

Neighbouring levels differ by $\pi$ in $\theta$. A Taylor expansion gives the leading relative error of the centred density,

$$-\frac{\pi^2}{6}\frac{E_{\theta\theta\theta}}{E_\theta}
=\frac{\pi^2}{6\kappa D^3}\left[(\kappa g)'''-\frac{3\kappa g''^2}{D}\right].$$

The logarithm in $g$ is $\ln(2\kappa R)/\kappa$. It adds no growing term to $(\kappa g)'''$, but $g''$ grows as $\ln R$. At fixed energy the error thus tends to $R^{-3}$, with slowly vanishing relative corrections of order $(\ln R)^2/R$. The one-sided estimate $1/(E_{i+1}-E_i)$ has relative error $-\pi E_{\theta\theta}/(2E_\theta)\approx-\pi/(2\kappa R)$.

## Photoionisation at 0.5 Ry

Take p waves at $E=0.5$ Ry, so $\kappa=0.70711$ bohr$^{-1}$, with $k=8$ and $h$ at most 0.4 bohr. Three walls are placed at nodes of the exact Coulomb wave, which makes 0.5 Ry a box level. In the largest box, $R=161.237$ bohr, the neighbouring levels are 0.471493 and 0.529276 Ry:

$$\rho\approx\frac{2}{0.529276-0.471493}=34.612\ \mathrm{Ry}^{-1}.$$

At $r=1.77097$ bohr the unit-norm state is 0.093235 bohr$^{-1/2}$. Multiplication by $\sqrt{34.612}=5.8832$ gives 0.54852 (bohr Ry)$^{-1/2}$, in agreement with the exact wave at this precision.

Relative errors of the density, measured against the norm of the exact wave in the box, are:

| $R$ (bohr) | Centred | One-sided |
|---|---|---|
| 43.82 | $1.01\times10^{-4}$ | $-4.43\times10^{-2}$ |
| 82.58 | $2.02\times10^{-5}$ | $-2.48\times10^{-2}$ |
| 161.24 | $3.38\times10^{-6}$ | $-1.31\times10^{-2}$ |

The centred error falls with observed powers 2.54 and then 2.67. These boxes have not reached the limiting power 3. The $(\ln R)^2/R$ correction is not the only one at work. Since $g'$ grows in magnitude as $\ln R$, the factor $D^{-3}$ differs from $R^{-3}$ by a relative amount of order $\ln R/R$. The exact phase $\theta$ also differs from its asymptotic form $\phi$ by terms of order $1/R$, which enter $g$ and are not negligible at these radii. The program does not separate these contributions.

For a transition from 1s, the angular factors summed over the three p states give one. With photon energy $\omega=E+1=1.5$ Ry, the oscillator strength of one box state and its density are

$$f_i=\frac{\omega}{3}\left|\int_0^Ru_i\,r\,u_{1s}\,dr\right|^2,\qquad\frac{df}{dE}=\rho f_i .$$

The largest box gives $f_i=7.48997\times10^{-3}$, and hence $df/dE=34.6123\times0.00748997=0.25925$ Ry$^{-1}$. Quadrature with the exact Coulomb wave gives 0.25924 Ry$^{-1}$, or about 0.0191 eV$^{-1}$. The strength $f_i$ alone falls as the box grows; the product with $\rho$ approaches a limit.

The box states also satisfy a sum rule. Let $w=ru_{1s}=2r^2e^{-r}$. If $w$ is represented by the basis, summing over all p box states gives

$$\sum_if_i=\frac13\int_0^\infty\left(w'^2+\frac{2w^2}{r^2}-\frac{2w^2}{r}+w^2\right)dr=\frac{1+2-3+3}{3}=1 .$$

The computed sum over 409 states is 1.000000000. This is the value expected when the basis represents $w$. The sum alone does not prove that it does, nor does it test the individual states. Those far up the spectrum need not be accurate. The law $\beta(qh)^{2k-2}$ for the lost fraction holds only for small $qh$, where $q$ is the local wave number. At $qh=\pi$, or two cells per wavelength, the terms $n=0$ and $n=-1$ in the full expression are equal, and at least half of the travelling wave $e^{iqx}$ is lost. For a real standing wave at $qh=\pi$ the loss depends on its position relative to the mesh. The numerical check tests the error law, the normalisation and this sum.

## Calculated quantities

```
1s: box 32 bohr, h = 1/8, 1/16, 1/32 bohr
k=2 E_h-E (Ry): 6.2615e-03 1.6085e-03 4.0551e-04
  energy power 1.988, L2 power 1.966
  leading constant 4.16667e-01 Ry/bohr^2
  error/leading term: 0.9618 0.9883 0.9966, h->0: 1.0049
k=3 E_h-E (Ry): 4.3890e-06 2.7514e-07 1.7212e-08
  energy power 3.999, L2 power 3.010
  leading constant 1.80556e-02 Ry/bohr^4
  error/leading term: 0.9957 0.9987 0.9996, h->0: 1.0005
k=4 E_h-E (Ry): 2.7824e-09 4.6274e-11 7.4616e-13
  energy power 5.955, L2 power 3.948
  leading constant 8.26720e-04 Ry/bohr^6
  error/leading term: 0.8823 0.9391 0.9691, h->0: 0.9991
k=5 E_h-E (Ry): 1.7522e-12 7.3758e-15 2.9832e-17
  energy power 7.950, L2 power 4.971
  leading constant 3.38955e-05 Ry/bohr^8
  error/leading term: 0.8673 0.9346 0.9677, h->0: 1.0008
2p: k=4, box 64 bohr, h = 1/4, 1/8, 1/16 bohr
  E_h-E (Ry): 1.6566e-09 2.6319e-11 4.1496e-13
  energy power 5.987, ratio for h->0 1.0008
1s wall shift, R=10 bohr, k=6: 1.4734e-06 Ry
  asymptotic wall formula: 1.4840e-06 Ry
p continuum: E=0.5 Ry, kappa=0.70711 1/bohr, k=8
R=43.81996 bohr, cells 110, level no. 11: 0.500000000 Ry
  neighbours 0.390936, 0.619694 Ry
  density: centred 8.742849, exact 8.741965 1/Ry
  relative error: centred 1.01e-04, one-sided -4.43e-02
  box f 2.965519e-02, df/dE 0.2592709 1/Ry
R=82.58028 bohr, cells 207, level no. 20: 0.500000000 Ry
  neighbours 0.443338, 0.559621 Ry
  density: centred 17.199414, exact 17.199066 1/Ry
  relative error: centred 2.02e-05, one-sided -2.48e-02
  box f 1.507318e-02, df/dE 0.2592499 1/Ry
R=161.23727 bohr, cells 404, level no. 38: 0.500000000 Ry
  neighbours 0.471493, 0.529276 Ry
  density: centred 34.612346, exact 34.612229 1/Ry
  relative error: centred 3.38e-06, one-sided -1.31e-02
  box f 7.489972e-03, df/dE 0.2592455 1/Ry
density error falls as R^-2.54 (boxes 1, 2)
density error falls as R^-2.67 (boxes 2, 3)
one-sided error law, largest box: -1.38e-02
largest box at r=1.77097 bohr:
  unit-norm state 0.0932350 bohr^-1/2
  times sqrt(density) 0.5485228 (bohr Ry)^-1/2
  exact Coulomb wave 0.5485219 (bohr Ry)^-1/2
exact-wave df/dE 0.2592446 1/Ry = 0.0190541 1/eV
sum of f over all 409 p box states: 1.000000000
```
